# Why quadratic phonon scattering gives finite conductivity but an infinite mean path

In a simple model of yttrium iron garnet (YIG) at 300 K, enlarging the crystal from 0.1 mm to 1 mm raises its thermal conductivity from 6.79 to 6.93 W/(m K), a gain of 2%. The mean free path of its phonons, each weighted by the heat it conducts, rises from about 1510 nm to 4750 nm, a factor of three. Temperature and the scattering law inside the crystal are held fixed. The conductivity has nearly settled at its bulk value of 7 W/(m K), while the mean path keeps growing. In this model it has no bulk value to settle at.

## The model and its conductivity

Take three acoustic branches with the same linear dispersion $\omega=vq$, filling a sphere of wavevectors up to $q_D$, so that $\omega_D=vq_D$. Each phonon relaxes at the rate

$$\frac1\tau=A\omega^2,\qquad \Lambda=v\tau=\frac{v}{A\omega^2},$$

where $A$ may depend on temperature but not on frequency. The law is assumed to hold down to $\omega=0$, and the crystal is at first infinite. The algebra uses atomic units, $\hbar=1$, with $k_B$ kept.

In a weak temperature gradient along $x$, the relaxation-time form of the Boltzmann equation shifts the occupation $n$ of a mode by $\delta n=-v_x\tau\,(\partial n/\partial T)(dT/dx)$. The mode carries the heat current $\omega v_x\delta n$. Summing over modes and dividing by $-dT/dx$ and the volume $V$ gives

$$\kappa=\frac1V\sum_{\rm modes}c\,v_x^2\tau,\qquad c=\omega\frac{\partial n}{\partial T}.$$

With $x=\omega/(k_BT)$ and $n=1/(e^x-1)$, the heat capacity of one mode is

$$c=k_B\frac{x^2e^x}{(e^x-1)^2}=k_B\,w(x),\qquad w(x)=\frac{(x/2)^2}{\sinh^2(x/2)},$$

because $(e^x-1)^2=4e^x\sinh^2(x/2)$. For small $x$, $w\approx1-x^2/12$. I first set $w=1$, the classical limit.

Isotropy replaces $v_x^2$ by $v^2/3$. The three branches together have $3\cdot4\pi q^2dq/(2\pi)^3=3\omega^2d\omega/(2\pi^2v^3)$ modes per volume in $d\omega$. Hence

$$\kappa=\frac13\int_0^{\omega_D}\frac{3k_B\omega^2}{2\pi^2v^3}\,v^2\,\frac{1}{A\omega^2}\,d\omega
=\frac{k_B}{2\pi^2vA}\int_0^{\omega_D}d\omega=\frac{k_Bq_D}{2\pi^2A}.$$

The factors $\omega^2$ cancel. Phonons of low frequency live long, but they are few, and equal intervals of frequency carry equal heat. The heat per frequency stays finite at $\omega=0$, although the free path diverges there.

## From frequency to free path

Let $u=\omega/\omega_D$. The heat is spread uniformly over $0<u<1$. The shortest path belongs to the cutoff, and the others follow from it:

$$\Lambda_D=\frac{v}{A\omega_D^2},\qquad \Lambda=\frac{\Lambda_D}{u^2},\qquad u=\sqrt{\frac{\Lambda_D}{\Lambda}}.$$

Paths longer than $\Lambda$ belong to frequencies below $u$, so their share of the heat is $u$ itself. The distribution over path is minus the derivative of this share:

$$f(\Lambda)=-\frac{d}{d\Lambda}\sqrt{\frac{\Lambda_D}{\Lambda}}=\frac12\Lambda_D^{1/2}\Lambda^{-3/2},\qquad \Lambda\ge\Lambda_D.$$

Its integral is 1, but its first moment is not finite. Up to a longest path $\Lambda_{\max}$,

$$\int_{\Lambda_D}^{\Lambda_{\max}}\Lambda f\,d\Lambda
=\frac12\Lambda_D^{1/2}\int_{\Lambda_D}^{\Lambda_{\max}}\Lambda^{-1/2}d\Lambda
=\sqrt{\Lambda_D\Lambda_{\max}}-\Lambda_D .$$

The truncated spectrum holds the share $1-\sqrt{\Lambda_D/\Lambda_{\max}}$ of the heat. Dividing by it gives the mean within that spectrum:

$$\langle\Lambda\rangle_{\rm cut}=\frac{\sqrt{\Lambda_D\Lambda_{\max}}\left(1-\sqrt{\Lambda_D/\Lambda_{\max}}\right)}{1-\sqrt{\Lambda_D/\Lambda_{\max}}}=\sqrt{\Lambda_D\Lambda_{\max}} .$$

The mean is the geometric mean of the shortest and longest paths, and it grows without limit as the cut is removed.

Another average is finite. Weighting each path by heat capacity, whose normalized density is $3u^2$, gives $\int_0^1 3u^2(\Lambda_D/u^2)\,du=3\Lambda_D$. This is the path in the kinetic formula $\kappa=\frac13Cv\Lambda$, with $C$ the heat capacity per volume of the three acoustic branches. Weighting by conductivity brings in a second factor of $\Lambda$, and that factor causes the divergence.

## Numbers for a garnet

YIG is an insulator used as films in microwave and magnonic devices. I take rough typical values: a cubic cell edge of 1.2 nm, a sound speed of 4 km/s and $\kappa=7$ W/(m K) at 300 K. The lattice is body-centred, so a primitive cell has the volume $1.2^3/2=0.864$ nm³. One mode per branch and cell requires $q_D^3/(6\pi^2)=1/0.864$ nm⁻³, so $q_D=4.09$ nm⁻¹.

The cutoff energy is 0.0108 eV, against $k_BT=0.0259$ eV. Here the large cell matters: it makes the cutoff low and the acoustic modes nearly classical. With $x_D=0.42$ at the cutoff, the average of $w$ over the heat spectrum is about $1-x_D^2/36$, which is 0.5% below 1.

The conductivity fixes the scattering strength, $A=k_Bq_D/(2\pi^2\kappa)=4.09\times10^{-16}$ s. Then

$$\Lambda_D=\frac{1}{Avq_D^2}=36.5\ \text{nm}=365\ \text{angstrom}.$$

Half the heat flows at $u<1/2$, so the median path is $4\Lambda_D=146$ nm, or 1460 angstrom. Setting $u=0.1$ shows that 90% of the heat flows in paths below $100\Lambda_D=3650$ nm.

A direct sum over wavevectors, on a cubic grid with 100 points along each positive half-axis, tests the factors. It gives 6.97 W/(m K) against 7. The shares beyond $4\Lambda_D$ and $25\Lambda_D$ come out as 0.498 and 0.197, against 1/2 and 1/5.

Now remove the lowest 1% of frequencies. The conductivity falls by 1%, and the longest remaining path is $\Lambda_D/0.01^2=10^4\Lambda_D$. The mean becomes finite, $\sqrt{10^4}\,\Lambda_D=3650$ nm. A sliver of the spectrum that hardly affects the conductivity decides whether the mean exists.

## Why the exponent decides

Let the rate be proportional to $\omega^n$ with $n>0$, so that $\Lambda=\Lambda_Du^{-n}$. The heat per frequency is now proportional to $u^2u^{-n}$. For $n<3$ it can be normalized to $(3-n)u^{2-n}$; for $n\ge3$ the conductivity itself diverges. The share beyond $\Lambda$ is

$$\int_0^u(3-n)u'^{\,2-n}du'=u^{3-n}=\left(\frac{\Lambda_D}{\Lambda}\right)^{(3-n)/n}.$$

Differentiation lowers the power by one. Since $-(3-n)/n-1=-3/n$,

$$f(\Lambda)=\frac{3-n}{n}\,\Lambda_D^{(3-n)/n}\,\Lambda^{-3/n}.$$

The mean is

$$\langle\Lambda\rangle=(3-n)\Lambda_D\int_0^1u^{2-2n}du=\frac{3-n}{3-2n}\,\Lambda_D\qquad(n<3/2),$$

and infinite for $3/2\le n<3$. A tail $\Lambda^{-p}$ can be normalized if $p>1$ and has a finite mean if $p>2$. Quadratic scattering has $p=3/2$, between the two. Linear scattering has $p=3$ and the finite mean $2\Lambda_D$. The heat found numerically in narrow windows of path gives the exponents $-3$, $-2$, $-1.5$ and $-1.2$ for $n=1$, 1.5, 2 and 2.5, as the formula requires.

Quantum statistics do not cure the divergence. At any $T>0$ the phonons of lowest frequency have $\omega\ll k_BT$, where $w\to1$. The share beyond a long path becomes

$$\frac1g\int_0^u w(x_Du')\,du'\approx\frac ug,\qquad g=\int_0^1w(x_Du')\,du',\qquad x_D=\frac{\omega_D}{k_BT}.$$

The tail keeps its exponent and is multiplied by $1/g$. It sets in where $x_Du\ll1$, that is, for $\Lambda\gg x_D^2\Lambda_D$. For a cold crystal with $x_D=5$, the numerical slope between $10^5\Lambda_D$ and $10^6\Lambda_D$ is $-1.5000$.

## What a finite sample does

Suppose the boundaries add a scattering rate $v/L$, so that $1/\Lambda_{\rm eff}=1/\Lambda+1/L$. Each phonon's heat is reduced by the factor $\Lambda_{\rm eff}/\Lambda=1/(1+\Lambda/L)$. Averaging over the bulk spectrum and subtracting from 1 gives

$$L\left(1-\frac{\kappa_L}{\kappa}\right)=L\left\langle1-\frac1{1+\Lambda/L}\right\rangle=\left\langle\frac{\Lambda}{1+\Lambda/L}\right\rangle .$$

As $L$ grows, the right side rises towards $\langle\Lambda\rangle$. For this boundary rule the mean has a physical meaning: where it is finite, it is the coefficient of the first size correction, $\kappa_L/\kappa\approx1-\langle\Lambda\rangle/L$. Where it is infinite, the correction must fall more slowly than $1/L$.

For quadratic scattering, put $s=\sqrt{\Lambda_D/L}$, so that $\Lambda/L=s^2/u^2$. Then

$$\frac{\kappa_L}{\kappa}=\int_0^1\frac{u^2}{u^2+s^2}\,du=1-s^2\int_0^1\frac{du}{u^2+s^2}=1-s\arctan\frac1s .$$

In a large sample $s$ is small and $\arctan(1/s)\approx\pi/2$, so

$$1-\frac{\kappa_L}{\kappa}\approx\frac\pi2\sqrt{\frac{\Lambda_D}{L}} .$$

A sample ten times larger reduces the loss by about $\sqrt{10}$, not by 10. In the opposite limit, $\arctan(1/s)\approx1/s-1/(3s^3)$ and $\kappa_L/\kappa\approx L/(3\Lambda_D)$. Every phonon then has a path slightly below $L$.

The mean of the shortened paths, weighted by the heat they carry in the finite sample, follows from $\Lambda_{\rm eff}=\Lambda_D/(u^2+s^2)$:

$$\langle\Lambda_{\rm eff}\rangle=\frac{\Lambda_D\int_0^1u^2(u^2+s^2)^{-2}du}{1-s\arctan(1/s)} .$$

Integrate by parts, using the fact that $u/(u^2+s^2)^2$ is the derivative of $-1/[2(u^2+s^2)]$:

$$\int_0^1\frac{u^2\,du}{(u^2+s^2)^2}=-\frac1{2(1+s^2)}+\frac12\int_0^1\frac{du}{u^2+s^2}=\frac{\arctan(1/s)}{2s}-\frac1{2(1+s^2)} .$$

For small $s$ the first term dominates, and $\langle\Lambda_{\rm eff}\rangle\approx(\pi/4)\sqrt{\Lambda_DL}$.

Take $L=1000$ nm. Then $s=\sqrt{0.0365}=0.191$ and $\arctan(1/s)=1.382$, so $\kappa_L=7(1-0.264)=5.15$ W/(m K). The integral is $3.617-0.482=3.135$, and the mean is $36.5\times3.135/0.736=155$ nm. Other sizes give:

| $L$ (nm) | $\kappa_L$ (W/(m K)) | $\langle\Lambda_{\rm eff}\rangle$ (nm) |
|---|---|---|
| $10^2$ | 2.66 | 47 |
| $10^3$ | 5.15 | 155 |
| $10^4$ | 6.36 | 482 |
| $10^5$ | 6.79 | 1510 |
| $10^6$ | 6.93 | 4750 |

The last rows contain the opening puzzle. Each tenfold increase in size multiplies the mean by 3.1 to 3.3, tending to $\sqrt{10}\approx3.16$, while the conductivity approaches its limit. The mean path depends on the sample as well as the material.

A single-path estimate shows the practical cost of ignoring the spectrum. Give every phonon the kinetic path $3\Lambda_D=109.5$ nm. At $L=1000$ nm the same boundary rule yields $7/(1+0.1095)=6.3$ W/(m K), a loss of 10%. The full spectrum loses 26%, because its long paths feel the boundary first.

The discreteness of the modes also ends the tail, but far later. In a 1 mm crystal the longest standing wave has $q=\pi/(1\ \text{mm})$, and its bulk path would be $6.2\times10^{13}$ nm, or 62 km. If this were the sole cut, the geometric-mean formula would give about $4.8\times10^7$ nm, or 4.8 cm. This is only an order of magnitude, because the formula treats the lowest few modes as a continuum. It far exceeds the crystal, so the boundaries act first.

## How far the model can be trusted for YIG

The inputs are rough, and real garnet breaks several assumptions. A useful measure is the share of heat carried by bulk paths beyond 10 000 nm. In the base model it is $\sqrt{36.5/10\,000}=6.0\%$. In the comparisons below, the total conductivity is held at 7 W/(m K) and $A$ is readjusted. Multiplying the heat per frequency, $k_B/(2\pi^2vA)$, by the limiting frequency $\sqrt{v/(A\Lambda)}$ and dividing by $\kappa$ gives

$$\text{share beyond }\Lambda=\frac{k_B}{2\pi^2\kappa}\,v^{-1/2}A^{-3/2}\Lambda^{-1/2}.$$

One large change comes from bending the dispersion. Let $\omega=(2/\pi)vq_D\sin y$ with $y=\pi q/(2q_D)$, so that the group velocity is $v\cos y$. At fixed $A$, the conductivity is multiplied by

$$\frac2\pi\int_0^{\pi/2}y^2\cot^2y\,dy=\frac2\pi\left(\pi\ln2-\frac{\pi^3}{24}\right)=2\ln2-\frac{\pi^2}{12}=0.564 .$$

Here $\cot^2y=1/\sin^2y-1$. Integration by parts turns the first part into $2\int y\cot y\,dy=-2\int\ln\sin y\,dy=\pi\ln2$, all over the same range. Phonons of high frequency now travel more slowly and conduct less, so $A$ must fall by the same factor to keep $\kappa$ fixed. The tail then grows by about $0.564^{-3/2}=2.4$, and its computed share is 14%.

With the inputs assumed below the other changes are smaller, but two of them rest on guessed lifetimes:

- **Modes above the acoustic cutoff.** The primitive cell has 80 atoms, hence 240 branches. If the higher modes travel at the sound speed and live for half a period, they carry 1.1 W/(m K). Less heat is left for the acoustic modes, and the share falls to 4.6%. Half a period is about the shortest lifetime a mode can have, whereas the acoustic modes at the cutoff live about 24 periods in this model. At the same speed, a lifetime of two periods gives 4.5 W/(m K) and a share of 1.3%, a larger change than the bending causes.
- **A faster longitudinal branch.** A speed of 7 km/s with the same $A$ gives 5.6%.
- **Magnons.** With a stiffness of 0.005 eV nm² and an assumed path of 1 nm, they carry 0.17 W/(m K), and the share becomes 5.8%. Their heat is proportional to the assumed path: 10 nm would give 1.7 W/(m K) and a share of 4.0%.
- **Bose statistics.** The share becomes 6.1%.

In each variant, the share beyond 1 mm was tested to be one tenth of that beyond 10 000 nm, within 2%. These corrections move the prefactor and leave the exponent alone.

Geometry matters too. For heat flowing along a film of thickness $d$ with diffuse faces, a phonon's reduction depends on its direction and its distance from a face. Averaging over both gives 5.7 W/(m K) at $d=1000$ nm, 11% above the simple boundary rule with $L=d$. Fully diffuse faces are the case of strongest boundary scattering. The phonons with paths beyond 1000 nm have wavelengths above 8 nm and reflect largely specularly from a smooth face. With the specular fraction $\exp(-16\pi^2\eta^2/\lambda^2)$ for roughness $\eta$ and wavelength $\lambda$, the film gives 6.1 W/(m K) at $\eta=1$ nm and 6.5 W/(m K) at $\eta=0.5$ nm. The rate $v/L$ ignores this dependence on wavelength too. All of this holds for an isolated film; one grown on a garnet substrate can exchange phonons with it, which the estimate leaves out. If $A$ is proportional to temperature, operation at 400 K lowers the bulk conductivity to 5.25 W/(m K) and the median path to 110 nm.

The most delicate assumption is the quadratic law at very low frequency. A bulk path of 1 mm belongs to a phonon of $6.5\times10^{-5}$ eV, 0.6% of the cutoff energy. The bulk conductivity says little about scattering there, since all phonons of lower frequency together carry 0.6% of the heat. If an added rate proportional to $\omega$ held down to zero frequency, the tail would steepen to $\Lambda^{-3}$ and the mean would be finite, though perhaps very large. Scattering by thermal phonons gives such a linear law only while $\omega$ times their lifetime is large. At the 1 mm path, $\omega$ times the cutoff lifetime of 9 ps is about 0.9. Below that frequency the damping of sound (the Akhiezer regime) is again quadratic in $\omega$, with its own coefficient, and the $\Lambda^{-3/2}$ tail can return. The divergence shown here is a property of the quadratic law extended to zero frequency; the model does not settle the low-frequency law or its coefficient in the garnet.

For films whose thickness is comparable with these paths, the median and the cumulative share are safer descriptions than the mean. Suppose a scattering rate proportional to $\omega$ is added, about equal to the quadratic rate where the bulk path is 1 mm, with $\kappa$ held at 7 W/(m K). The median falls only from 146 to 142 nm, and the share beyond 3650 nm from 10% to 8.4%, while the mean drops from infinity to roughly 6200 to 6400 nm, a value that depends on exactly where the crossover is placed. The median and the shares still depend on the dispersion: the bent form above, with $\kappa$ held at 7 W/(m K), raises the median from 146 nm to about 710 nm. The value of 146 nm therefore belongs to the linear model and is not a prediction for real garnet.

## Calculated quantities

```
YIG-like example, rough inputs
cubic cell edge: 1.2 nm
sound speed: 4.0 km/s
bulk conductivity: 7.0 W/(m K)
temperature: 300 K
thermal energy kB*T: 0.02585 eV
cutoff wavenumber q_D: 4.092 1/nm
cutoff phonon energy: 0.01077 eV
rate coefficient A: 4.089e-16 s
lifetime at cutoff: 9.13 ps
shortest path: 36.50 nm = 365.0 angstrom
median path: 146.0 nm = 1460 angstrom
path below which 90% of heat flows: 3650 nm
mean without lowest 1% of frequencies: 3650 nm
conductivity from mode sum: 6.969 W/(m K)
mode-sum share beyond 4 shortest paths: 0.4979
mode-sum share beyond 25 shortest paths: 0.1966
tail exponent for rate omega^1.0: -3.0000
tail exponent for rate omega^1.5: -2.0000
tail exponent for rate omega^2.0: -1.5000
tail exponent for rate omega^2.5: -1.2000
tail exponent, cold crystal (cutoff = 5 kB*T): -1.5000
mean for linear rate, in shortest paths: 2.0000
size L (nm) | kappa_L (W/(m K)) | mean effective path (nm) | L*(1-kappa_L/kappa) (nm)
100 | 2.655 | 46.6 | 62.1
1000 | 5.152 | 155.5 | 264.0
10000 | 6.361 | 482.1 | 912.6
100000 | 6.792 | 1508.8 | 2964.7
1000000 | 6.934 | 4753.7 | 9454.1
phonon energy where path is 1 mm: 6.51e-05 eV
Neglected effects: share of heat with paths beyond 10000 nm
base model: 6.04 %
Bose weight: 6.09 %
faster longitudinal branch: 5.55 %
bent dispersion: 14.20 %
heat of modes above cutoff: 4.64 %
magnon heat: 5.82 %
longitudinal speed used: 7.0 km/s
conductivity of modes above cutoff: 1.13 W/(m K)
magnon stiffness used: 0.0050 eV nm^2
magnon path assumed: 1.0 nm
magnon conductivity: 0.169 W/(m K)
1000 nm film, diffuse faces, along film: 5.741 W/(m K)
at 400 K with A proportional to T: kappa 5.25 W/(m K), median 109.5 nm
1 mm crystal, path of longest standing wave: 6.19e+13 nm
mean if only standing waves cut the tail: 4.76e+07 nm
```
